# Second-order errors and attractive SCF solutions in robust local density fitting

**Q.** I use local density fitting with the robust correction in Hartree–Fock calculations. The fit is imperfect, but the error in every two-electron integral is quadratic in the fitting error. A small error squared is harmless, so I regard the method as safe. If the SCF converges tightly, what could be wrong?

**A.** Your premise about the order is right; the inference to safety is where we differ. Let us fix the notation, with real orbitals and atomic units. A product of basis functions $ab$ is replaced by

$$\widetilde{ab}=\sum_P C_{P,ab}\,P,\qquad \delta_{ab}=ab-\widetilde{ab},$$

where the $P$ are auxiliary functions. Round brackets denote Coulomb integrals, and $\|f\|^2=(f|f)$ is the electrostatic self-energy integral of a density $f$, which is never negative. "Local" means that $ab$ is fitted only with auxiliary functions on the atoms carrying $a$ and $b$; the coefficients are those that minimize $\|\delta_{ab}\|$ within this restricted set. How do you obtain the quadratic error?

**Q.** I insert $ab=\widetilde{ab}+\delta_{ab}$ on both sides:

$$(ab|cd)=(\widetilde{ab}|\widetilde{cd})+(\widetilde{ab}|\delta_{cd})+(\delta_{ab}|\widetilde{cd})+(\delta_{ab}|\delta_{cd}).$$

The robust formula keeps the first three terms. Since $(\widetilde{ab}|\delta_{cd})=(\widetilde{ab}|cd)-(\widetilde{ab}|\widetilde{cd})$, and likewise for the other mixed term, they add up to

$$(ab|cd)_{\rm rob}=(\widetilde{ab}|cd)+(ab|\widetilde{cd})-(\widetilde{ab}|\widetilde{cd}).$$

What has been dropped is $(\delta_{ab}|\delta_{cd})$, which is bilinear in the residuals.

**A.** Agreed. In matrix form, with $V=(ab|cd)$, $T=(P|ab)$ and $J=(P|Q)$,

$$V_{\rm rob}=T^{\rm T}C+C^{\rm T}T-C^{\rm T}JC=V-\Delta,\qquad \Delta_{ab,cd}=(\delta_{ab}|\delta_{cd}).$$

The full Coulomb fit, in which every product may use every auxiliary function, has coefficients $C_*$ with $JC_*=T$. Put $C=C_*+\eta X$ and replace $T$ by $JC_*$. The terms linear in $\eta$ are $C_*^{\rm T}JX+X^{\rm T}JC_*$ from the first two products, and the same with a minus sign from the third. They cancel, leaving

$$V_{\rm rob}=C_*^{\rm T}JC_*-\eta^2X^{\rm T}JX .$$

Without the robust correction one would use $C^{\rm T}JC$, where the linear terms survive. For the H₂ density described below, doubling a small random disturbance of $C_*$ multiplies the robust change by 4.00 and the non-robust change by 2.00. So the order is as you say.

**Q.** Then where is the danger?

**A.** In the sign, and in what "small" refers to. Take a density matrix with elements $v_{ab}$. It defines a density $\rho=\sum v_{ab}\,ab$ and a total residual $\delta_v=\sum v_{ab}\,\delta_{ab}$. Contracting the matrix with $v$ on both sides gives

$$v^{\rm T}V_{\rm rob}v=\|\rho\|^2-\|\delta_v\|^2 .$$

The exact expression is $\|\rho\|^2\ge 0$: a charge distribution repels itself. The robust one is negative as soon as the residual outweighs the density. Your argument bounds each $\delta_{ab}$ relative to its own product. It does not bound $\delta_v$ relative to $\rho$.

**Q.** But if every residual is a few percent of its product, surely the sum is a few percent of the density?

**A.** Not if the products nearly cancel in $\rho$. In the full fit the residual is a linear function of the density itself: the fit is an orthogonal projection, so $\|\delta_v\|\le\|\rho\|$, however strong the cancellation. In the local fit the coefficients depend on the labels of the pair. Two nearly equal products on different pairs of atoms are fitted with different functions and have different residuals. The densities can cancel while the residuals do not.

**Q.** Can one tell from the matrices alone whether negative directions exist?

**A.** Yes, by completing the square. Let $E=T-JC$, which vanishes for the full fit. Then

$$E^{\rm T}J^{-1}E=T^{\rm T}J^{-1}T-T^{\rm T}C-C^{\rm T}T+C^{\rm T}JC .$$

The last three terms are $-V_{\rm rob}$, so

$$V_{\rm rob}=T^{\rm T}J^{-1}T-E^{\rm T}J^{-1}E .$$

The first term is the full-fit matrix, which has no negative eigenvalues. The second subtracts another matrix of the same kind. Now choose $v$ with $Tv=0$, a density the auxiliary set cannot see. The definition of $V_{\rm rob}$ gives at once

$$v^{\rm T}V_{\rm rob}v=-(Cv)^{\rm T}J(Cv),$$

which is negative whenever $Cv\ne0$, because $J$ is positive definite. The full fit replaces such a density by zero everywhere, since $C_*v=J^{-1}Tv=0$; the local fit may replace it by a nonzero density. If there are more pairs than auxiliary functions, vectors with $Tv=0$ must exist, and the robust matrix is indefinite unless $C$ vanishes on all of them. This condition is sufficient, not necessary.

**Q.** Does this happen with a standard basis, or only in algebra?

**A.** Take water with O at the origin and H at $(0,\pm0.757,0.587)$ Å, restricted Hartree–Fock, the cc-pVDZ basis and the cc-pVDZ-jkfit auxiliary set. There are 300 pairs and 116 auxiliary functions, so at least $300-116=184$ independent vectors satisfy $Tv=0$. I diagonalize on the space of symmetric density matrices, normalized by the sum of squares of their elements.

The lowest eigenvalue of the exact matrix is zero to rounding, about $10^{-16}$ hartree in magnitude. Zeros are expected: with two p shells on oxygen, $p_xp'_y$ and $p_yp'_x$ are different labels for the same function. The full-fit matrix also has zero as its lowest eigenvalue to rounding. The robust local matrix has a lowest eigenvalue of $-0.0137$ hartree, and 78 eigenvalues lie below $-10^{-8}$ hartree. Within the space $Tv=0$ alone, the lowest value is $-0.0035$ hartree. These negative values are not numerical noise.

**Q.** Then my water energies should be nonsense, and they are not.

**A.** They need not be. Starting from the converged exact-integral density, the robust SCF ends 31 microhartree above the exact-integral energy of $-76.0268$ hartree; the full fit ends 21 microhartree above it. The reference here is Hartree–Fock in the same finite basis, not the true energy of water, and all these numbers belong to that basis: with cc-pVTZ and cc-pVTZ-jkfit the exact-integral energy is $-76.0571$ hartree, the robust error at fixed orbitals is about 6 microhartree, and the lowest robust eigenvalue is $-0.039$ hartree. What enters the energy is the residuals of the occupied orbital products, and an indefinite matrix does not require those to be large. This calculation did not search for other solutions.

**Q.** Why is the error positive, if $V_{\rm rob}$ lies below $V$?

**A.** Because exchange enters with the opposite sign. For doubly occupied orbitals $i,j$ the electron repulsion energy is $\sum_{ij}[2(ii|jj)-(ij|ij)]$. Replacing $V$ by $V-\Delta$ at fixed orbitals changes it by

$$-2\Big\|\sum_i\delta_{ii}\Big\|^2+\sum_{ij}\|\delta_{ij}\|^2 ,$$

where $\delta_{ij}$ is the residual of the orbital product $ij$. Either sign is possible. For one doubly occupied orbital the sum is $-2\|\delta\|^2+\|\delta\|^2=-\|\delta\|^2$, so at fixed orbitals the error is never positive. That makes a two-electron molecule the clearest place to look for trouble.

**Q.** Then show me an orbital that reaches a negative direction. A normalized orbital is not an arbitrary vector $v$.

**A.** Put one normalized s Gaussian of exponent $\alpha$ on each of two atoms a distance $R$ apart. Their overlap is $S_{ab}=e^{-\alpha R^2/2}$. The antisymmetric orbital is $\varphi=N(a-b)$, and normalization requires $N^2(2-2S_{ab})=1$, so

$$N^2=\frac{1}{2\left(1-e^{-\alpha R^2/2}\right)} .$$

Its density and residual are

$$\varphi^2=N^2(aa+bb-2ab),\qquad \delta_{\varphi\varphi}=N^2(\delta_{aa}+\delta_{bb}-2\delta_{ab}).$$

For diffuse functions $\alpha R^2\ll1$ and $N^2\approx1/(\alpha R^2)$ is large. The bracket in the density is then correspondingly small, since $\varphi^2$ still holds one unit of charge. The bracket in the residual need not be small, because $aa$ is fitted on one centre and $ab$ on two. For widely separated atoms, by contrast, $N^2\to1/2$ and the amplification disappears.

**Q.** How large is the effect with numbers in it?

**A.** Let $R=1.4$ bohr and give each atom s, p and d fitting functions with eight exponents from 0.1 to 61 bohr⁻², in steps of a factor 2.5. A product $aa$ has exponent $2\alpha$. Here are the self-repulsion integrals $(\varphi\varphi|\varphi\varphi)$ in hartree:

| $\alpha$ / bohr⁻² | $N^2$ | $\Vert\delta_{aa}\Vert/\Vert aa\Vert$ | exact | robust |
|---|---|---|---|---|
| 0.08 | 6.63 | 0.011 | 0.259 | 0.254 |
| 0.04 | 13.0 | 0.021 | 0.184 | 0.133 |
| 0.02 | 25.8 | 0.152 | 0.130 | −6.728 |

In the last row $2\alpha=0.04$ lies well below the smallest fitting exponent. Divide out the amplification, $N^4=25.761^2=663.6$. The density bracket has norm $\sqrt{0.13015/663.6}=0.0140$, while the residual bracket has norm $\sqrt{(0.13015+6.72841)/663.6}=0.1017$, both in hartree$^{1/2}$. The residual is 7.3 times larger than the density it belongs to, so the self-repulsion is multiplied by about $1-7.3^2\approx-52$.

**Q.** So is it the poor fit or the amplification?

**A.** Both enter as a product. From $\alpha=0.04$ to $0.02$ the lost self-repulsion grows from 0.0506 to 6.859 hartree, a factor of 136. Of this, $N^4$ supplies $(25.761/13.007)^2=3.9$, and the squared norm of the residual bracket supplies the remaining factor of about 35. In this step the worsening fit matters more. But without amplification a 15% residual would cost about 2% of a self-repulsion, since $0.152^2=0.023$. It could not reverse its sign.

**Q.** An orbital that diffuse has no business being occupied in H₂. Why would the SCF choose it?

**A.** Because the approximate interaction rewards it. For one doubly occupied orbital,

$$E=E_{\rm nuc}+2\langle\varphi|h|\varphi\rangle+(\varphi\varphi|\varphi\varphi),\qquad \varepsilon=\langle\varphi|h|\varphi\rangle+(\varphi\varphi|\varphi\varphi).$$

If the last integral is strongly negative, occupying $\varphi$ pulls its own orbital energy down. The aufbau rule can then keep it occupied, in a somewhat relaxed form.

I take H₂ at 1.4 bohr with s exponents 25, 5, 1, 0.2 and 0.02 bohr⁻² on each atom and the same fitting set. The set is deliberately mismatched: its exponents span those of all orbital products except the products of two diffuse functions, whose exponent is 0.04. The SCF repeatedly diagonalizes the Fock matrix and occupies the lowest orbital, without damping or extrapolation. Starting from the lowest orbital of $h$, it gives $-1.1251$ hartree, and the robust error is $-0.4$ microhartree. By your usual measure the fit is excellent. Starting from the diffuse antisymmetric orbital, with a small admixture of a tight function to break the symmetry, the robust SCF converges to $-7.7214$ hartree, or $-210.1$ eV. With exact integrals the same start returns to $-1.1251$ hartree.

**Q.** Perhaps the second solution is a genuine state that my usual starting guess misses.

**A.** There is a floor that excludes this. Let $\varepsilon_0$ be the lowest eigenvalue of $h$ in the basis. Then $\langle\varphi|h|\varphi\rangle\ge\varepsilon_0$, and any interaction matrix without negative eigenvalues has $(\varphi\varphi|\varphi\varphi)\ge0$. Hence

$$E\ge E_{\rm nuc}+2\varepsilon_0=-1.822\ {\rm hartree}.$$

The spurious energy lies 5.9 hartree below this. Its parts are

$$0.7143-0.3836-8.0521=-7.7214\ {\rm hartree},$$

for nuclear repulsion, one-electron energy and robust self-repulsion. With exact integrals the last term is $+0.1264$, and the same orbital has energy $+0.4571$ hartree. The difference between the two self-repulsions, 8.1785 hartree, should be the self-energy integral of the residual density. Integrating that density times its own potential on a real-space grid gives 8.1786 hartree. The attraction is the dropped term $(\delta|\delta)$ and nothing else.

**Q.** Would a tighter convergence threshold have exposed it?

**A.** No. The convergence measure here is the norm of $FPS-SPF$ in an orthonormal basis, with $F$ the Fock matrix, $P=cc^{\rm T}$ for orbital coefficients $c$, and $S$ the overlap matrix. It vanishes when the occupied orbital is an eigenvector of its own Fock matrix. The spurious solution falls below $10^{-7}$ hartree after 4 cycles; the ordinary one needs 10. The occupied orbital lies at $-8.24$ hartree and the next at $-0.99$, so the aufbau rule is obeyed. Rotating the occupied orbital by 0.01 radian into any single virtual orbital, in either direction, raises the energy by at least 0.0014 hartree. That is not a full stability analysis, but it shows no downhill path among those rotations. A threshold measures how well the equations are solved. It does not ask whether the interaction in them is repulsive.

**Q.** You chose the start to make it fail. Is the collapse hard to reach otherwise?

**A.** Not in this model. Of 40 random starting orbitals, 30 converged to energies below the floor. That fraction belongs to this mismatched set and this plain iteration, and says nothing about how often standard sets fail. A sensible start can still give the ordinary answer, as it did above.

**Q.** Your lowest eigenvalue for water was $-0.0137$ hartree. How can numbers of that size produce an attraction of 8 hartree?

**A.** In H₂ the eigenvalue is even smaller: $-0.002617$ hartree. A plain count of 55 pairs against 144 auxiliary functions gives no warning here, but it is misleading: only the 48 auxiliary functions that are symmetric about the bond axis can couple to these products, so vectors with $Tv=0$ exist in this case too. They are not the source of this eigenvalue, however: within that space the robust form reaches only about $-5\times10^{-9}$ hartree, and the $-0.002617$ comes from directions with $Tv\ne0$, where the local residual outweighs the density. The missing factor is the size of the coefficients. If $s$ is the lowest eigenvalue of the overlap matrix, normalization gives $1=c^{\rm T}Sc\ge s|c|^2$, so $|c|^2\le1/s$. The matrix $cc^{\rm T}$ has squared norm $\sum_{ab}c_a^2c_b^2=|c|^4\le1/s^2$. For a lowest interaction eigenvalue $\lambda<0$ it follows that

$$(\varphi\varphi|\varphi\varphi)_{\rm rob}\ge\lambda|c|^4\ge\frac{\lambda}{s^2}.$$

Here $s=0.01751$, so the bound is $-0.002617/0.01751^2=-8.54$ hartree. The spurious orbital reaches $-8.05$. An overlap eigenvalue of 0.0175 does not signal severe linear dependence, yet it amplifies $\lambda$ by more than 3000.

**Q.** That suggests a remedy: reduce $|\lambda|$ until the bound is harmless.

**A.** Yes. Add s, p and d fitting functions with exponent 0.04 to each atom, so that the diffuse one-centre product is represented. The lowest eigenvalue becomes $-2.72\times10^{-6}$ hartree. The matrix is still indefinite, but the self-repulsion can now fall no lower than

$$-2.72\times10^{-6}/0.01751^2=-0.0089\ {\rm hartree}.$$

A collapse by several hartree is therefore impossible for two electrons in one orbital of this basis. Both starts return to $-1.1251$ hartree, and none of 40 random starts ends below the floor. A small bound is sufficient for safety, not necessary, and the bound can be far from attained. For water, $s=0.0342$ gives $-0.0137/0.0342^2=-11.7$ hartree, yet direct minimization over normalized orbitals finds no robust self-repulsion below about $+0.24$ hartree.

**Q.** Could I simply drop the robust correction instead?

**A.** The matrix $C^{\rm T}JC$ has no negative eigenvalues, since $v^{\rm T}C^{\rm T}JCv=\|\widetilde\rho\|^2$ with $\widetilde\rho$ the fitted density. Both starts then give $-1.1251$ hartree in this example. The price is the order of the error. With $\widetilde\rho=\rho-\delta_v$,

$$\|\widetilde\rho\|^2-\|\rho\|^2=-2(\rho|\delta_v)+\|\delta_v\|^2,$$

and the first term is linear in the residual. It happens to be invisible at these digits for H₂, which is no guarantee elsewhere. The full Coulomb fit keeps both properties, positivity and a second-order error, but gives up locality.

**Q.** And for more than two electrons, does a matrix without negative eigenvalues settle the matter?

**A.** It makes the Coulomb term nonnegative. The floor I derived does not carry over unchanged, because exchange is subtracted and positivity of this one matrix does not by itself control the difference. What does carry over is a direct diagnostic: evaluate the converged orbitals once with exact integrals, or with a full fit. For the ordinary H₂ solution the robust and exact energies agree to within a microhartree. For the spurious orbital they differ by 8.18 hartree.

**Q.** Then I should restate my belief. The robust error is second order in the residuals, but that makes it small only for densities whose residuals are small compared with the density itself. A local fit does not ensure this for every orbital the SCF may try.

**A.** I would accept that statement. It also tells you what to examine when a calculation converges to an energy that is far too low: the sign of the interaction before the convergence threshold.
